# Diffusion-Limited Injection over an Image Barrier and the Richardson Prefactor

Take electrons entering a film over a 0.90 eV contact barrier at 300 K, in a field of 0.1 MV/cm. With the vacuum prefactor, the Richardson formula with image-force lowering gives $3.1\times10^{-8}$ A/cm². If the electron mobility in the film is 5 cm²/Vs, the current limited by diffusion over the same barrier is $3.2\times10^{-9}$ A/cm², about ten times smaller. The band mass has been set equal to the free-electron mass, so a mass correction cannot account for the difference. Scattering near the barrier top does.

## The counter-example

**The barrier.** A planar metal fills $x<0$ and the film fills $x>0$. Energies are measured from the metal's Fermi level. An electron at $x$ is attracted by its image at $-x$, a distance $2x$ away, with force $q^2/[4\pi\varepsilon(2x)^2]=q^2/(16\pi\varepsilon x^2)$. Integrating this force from $x$ to infinity gives the image energy $-q^2/(16\pi\varepsilon x)$. A uniform applied field of magnitude $F$ pulls the electron towards $+x$ and adds $-qFx$. The band edge is therefore

$$U(x)=\phi_B-\frac{q^2}{16\pi\varepsilon x}-qFx .$$

At its maximum $U'(x_m)=q^2/(16\pi\varepsilon x_m^2)-qF=0$, so

$$x_m=\sqrt{\frac{q}{16\pi\varepsilon F}} .$$

The same condition says $q^2/(16\pi\varepsilon x_m)=qFx_m$. The image and field terms contribute equally to the lowering:

$$\Delta\phi=2qFx_m=\sqrt{\frac{q^3F}{4\pi\varepsilon}} .$$

For relative permittivity 12 and $F=10^7$ V/m, $x_m=1.73$ nm and $\Delta\phi=2(10^7\ \mathrm{V/m})(1.73\ \mathrm{nm})q=0.0346$ eV. With $kT=0.02585$ eV, the reduced lowering is $z=\Delta\phi/kT=1.34$.

**The collision-free prediction.** For a nondegenerate, isotropic parabolic band of mass $m$, the effective density of states is $N_c=2(2\pi mkT/h^2)^{3/2}$. In equilibrium with the metal, the density at the top is $N_c e^{-(\phi_B-\Delta\phi)/kT}$. The Maxwell distribution gives a one-way flux per unit density of

$$v_R=\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv
=\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=\sqrt{\frac{kT}{2\pi m}} .$$

If every electron that crosses the top forwards is collected, and none returns, then

$$J_R=qN_cv_R\,e^{-(\phi_B-\Delta\phi)/kT},\qquad
qN_cv_R=\frac{4\pi qmk^2T^2}{h^3} .$$

The second equality follows because $(2\pi m)^{3/2}/(2\pi m)^{1/2}=2\pi m$ and $(kT)^{3/2}(kT)^{1/2}=(kT)^2$. For the free mass the coefficient of $T^2$ is 120 A/cm²K². Here the Boltzmann factor at the top is $2.90\times10^{-15}$, so $J_R=120.2\times300^2\times2.90\times10^{-15}=3.14\times10^{-8}$ A/cm².

**The prediction with scattering.** Let $n$ be the free-electron density, $\mu$ the band mobility and $D=\mu kT/q$ the diffusion coefficient. The particle flux towards $+x$ is diffusion plus drift down the slope of $U$:

$$\Gamma=-D\frac{dn}{dx}-\frac{D}{kT}\,n\frac{dU}{dx}
=-D\,e^{-U/kT}\frac{d}{dx}\left(n\,e^{U/kT}\right).$$

Differentiating the product on the right recovers the two terms. In steady state, without generation or recombination, $\Gamma$ is constant. Multiply by $e^{U/kT}/D$ and integrate from the contact to the far side $L$:

$$\frac{\Gamma}{D}\int_0^L e^{U/kT}dx
=\left[n\,e^{U/kT}\right]_{\text{contact}}-\left[n\,e^{U/kT}\right]_{L}.$$

Equilibrium at the contact makes the first bracket $N_c$. With similar electrodes and voltage $FL$, the second is $N_ce^{-qFL/kT}$. For $L=100$ nm this factor is $1.6\times10^{-17}$, so back injection is dropped. The integrand has also become negligible at $L$, and the upper limit may be taken to infinity. The magnitude of the electric current density is then

$$J=\frac{qDN_c}{\int_0^\infty e^{U/kT}dx}
=qN_c\frac{D}{W}\,e^{-(\phi_B-\Delta\phi)/kT},\qquad
W=\int_0^\infty e^{[U(x)-U(x_m)]/kT}dx .$$

The length $W$ is the effective width of the barrier top. Each point is weighted by the reciprocal of its Boltzmann factor relative to the top, so the highest part of the barrier counts most. Numerical evaluation gives $W=4.64$ nm. Hence

$$v_D=\frac{D}{W}=\frac{(5\times10^{-4})(0.02585)}{4.64\times10^{-9}}\ \text{m/s}
=2.79\times10^3\ \text{m/s},$$

whereas $v_R=2.69\times10^4$ m/s. The currents have the same ratio, $r=v_D/v_R=0.104$, and $J=3.25\times10^{-9}$ A/cm².

The Richardson flux has not disappeared. In equilibrium it is still the one-way flux across the plane $x_m$. With frequent scattering, however, most of these crossings are undone by later ones, and the net current is much smaller.

The lower limit $x=0$ is a formal extension: neither the image law nor Boltzmann statistics holds right up to the metal. The first 0.3 nm contributes 0.08% of $W$, so the result hardly depends on that region, provided it adds no separate barrier.

## The general statement

Suppose that carriers are nondegenerate, $D$ and $\mu$ are constant and obey $D=\mu kT/q$, the applied field is uniform, the contact remains in equilibrium, the film extends many widths $W$ beyond the barrier maximum, and $qFL\gg kT$. If carriers scatter many times within $W$, the injected current is

$$\boxed{J=\frac{qN_c\mu F}{zK_1(z)}\,e^{-\phi_B/kT},\qquad
z=\frac{1}{kT}\sqrt{\frac{q^3F}{4\pi\varepsilon}}}$$

where $K_1(z)=\int_0^\infty \cosh t\;e^{-z\cosh t}dt$ is a modified Bessel function. If carriers instead cross without collisions, and tunnelling and quantum reflection are neglected, the current is $J_R$, with the band mass in its prefactor. The vacuum value then applies when that mass equals the free mass.

**Proof.** The flux calculation above leaves one integral. Set $a=q^2/(16\pi\varepsilon kT)$ and $b=qF/kT$, so that

$$\int_0^\infty e^{U/kT}dx=e^{\phi_B/kT}I,\qquad I=\int_0^\infty e^{-a/x-bx}dx .$$

Substitute $x=\sqrt{a/b}\,e^t$. Then $dx=\sqrt{a/b}\,e^tdt$ and $a/x+bx=\sqrt{ab}\,(e^{-t}+e^t)=2\sqrt{ab}\cosh t$. Moreover,

$$2\sqrt{ab}=\frac{2}{kT}\sqrt{\frac{q^3F}{16\pi\varepsilon}}=z .$$

Writing $e^t=\cosh t+\sinh t$ and noting that the odd part integrates to zero,

$$I=\sqrt{\frac ab}\int_{-\infty}^{\infty}e^t e^{-z\cosh t}dt
=2\sqrt{\frac ab}\,K_1(z)=\frac{z}{b}K_1(z)=\frac{kT}{qF}\,zK_1(z).$$

The third equality uses $2\sqrt{a/b}=2\sqrt{ab}/b$. Inserting $I$ and $D=\mu kT/q$ into $J=qDN_ce^{-\phi_B/kT}/I$ cancels $kT/q$ and gives the boxed result. $\square$

In the example $kT/qF=2.585$ nm and $zK_1(z)=0.470$. Since $W=e^{\Delta\phi/kT}I$, this gives $W=2.585\times0.470\times e^{1.34}=4.64$ nm, as used above.

## Which length decides

For a collision time $\tau$ that does not depend on energy, write $\mu=q\tau/m$, so $D=kT\tau/m$. The mean thermal speed is $\bar v=\sqrt{8kT/\pi m}$ and the mean free path is $l=\bar v\tau$. Since $kT/m=\pi\bar v^2/8$, we have $D=\pi\bar vl/8$. Also $v_R=\bar v/4$. Therefore

$$r=\frac{D/W}{v_R}=\frac{\pi}{2}\frac lW .$$

The diffusion result requires $r\ll1$. The relevant comparison is with $W$, which can differ considerably from the distance $x_m$ to the maximum. In the example $l=0.306$ nm. At fixed field, temperature and mass, $r$ would reach one at a mobility of about 48 cm²/Vs.

Adding the two transport resistances, $1/v_R+1/v_D$, suggests the bridge $J\approx J_R\,r/(1+r)$. This is an interpolation, and a kinetic model shows its quality. Let collisions occur at rate $1/\tau$ and redraw the velocity from a Maxwell distribution. Solving the resulting linear equation on a grid gives the probability that an electron leaving the top ends on the far side. The net fraction of the Richardson flux is this probability for forward departures minus that for backward departures. At $z=1.34$:

| $r$ | kinetic fraction | $r/(1+r)$ |
|---:|---:|---:|
| 0.05 | 0.0495 | 0.0476 |
| 0.104 | 0.100 | 0.094 |
| 1 | 0.57 | 0.50 |
| 20 | 0.97 | 0.95 |

The fraction approaches $r$ for frequent collisions and one for rare collisions. The first row is sensitive to the grid: a grid whose cells are not much shorter than the free path gives 0.048, and refinement raises this to about 0.0495, which is 1% below $r$ and 4% above the bridge. In the second row the fraction is 3% below $r$ and 7% above the bridge. For the example the kinetic current is about $3.1\times10^{-9}$ A/cm², 3% below the diffusion formula.

## Weak and strong lowering

For $z\to0$, $zK_1(z)\to1$ and $J\to qN_c\mu F e^{-\phi_B/kT}$. In this limit $W\to kT/qF$, which is much longer than $x_m=(z/2)(kT/qF)$. With similar electrodes in equilibrium, the limiting current does not require $L\gg W$. If the image term is neglected, back injection and the finite upper limit multiply the numerator and the integral by the same factor, $1-e^{-qFL/kT}$, which cancels. The images in both electrodes leave a correction that vanishes only when $L$ is much longer than the image length $q^2/(16\pi\varepsilon kT)$, here 1.16 nm. It decays slowly: as $F\to0$ it raises the current by 46% for $L=20$ nm, 11% for 100 nm and 1.6% for 1000 nm.

For $z\gg1$, expand $U$ about its maximum. The second derivative is $-q^2/(8\pi\varepsilon x_m^3)=-2qF/x_m$, so $U\simeq U(x_m)-(qF/x_m)(x-x_m)^2$. The Gaussian integral is

$$W\simeq\sqrt{\frac{\pi kTx_m}{qF}}=x_m\sqrt{\frac{2\pi}{z}},$$

because $kT/qF=2x_m/z$. Dividing $D=\mu kT/q=2\mu Fx_m/z$ by this width gives

$$J\simeq qN_c\mu F\sqrt{\frac{2}{\pi z}}\;e^{-(\phi_B-\Delta\phi)/kT}.$$

Since $z\propto F^{1/2}$, the prefactor grows as $F^{3/4}$ at constant mobility. Using $qN_c\mu F$ with the lowered barrier, but without the square root, amounts to setting $W=kT/qF$, which is too narrow. At $z=1.34$ neither limit is accurate: the Gaussian width is 3.75 nm instead of 4.64 nm, and the weak-lowering current is $zK_1(z)=0.47$ times the full diffusion current. The form with the lowered barrier but without the square root is 1.8 times the full current.

## A false permittivity from a Schottky plot

At fixed temperature, $J_R$ gives a straight line of $\ln J$ against $\sqrt F$, and its slope is used to infer $\varepsilon$. In terms of $z\propto\sqrt F$ that slope is one. For diffusion, $F\propto z^2$ gives $\ln J=\text{const}+2\ln z-\ln[zK_1(z)]$.

To differentiate the last term, integrate $K_1$ by parts: $K_1=z\int_0^\infty\sinh^2t\,e^{-z\cosh t}dt$. With $\sinh^2t=\cosh^2t-1$ and $K_0=\int_0^\infty e^{-z\cosh t}dt$, this becomes $K_1/z=-K_1'-K_0$. Hence $(zK_1)'=-zK_0$ and

$$s=\frac{d\ln J}{dz}=\frac2z+\frac{K_0(z)}{K_1(z)} .$$

At $z=1.34$, $s=2.245$. The Richardson slope varies as $\varepsilon^{-1/2}$, so fitting it to the local diffusion slope returns $\varepsilon/s^2$. The fitted relative permittivity would be $12/2.245^2=2.4$, although the model contains 12. The diffusion plot is curved, so the false value depends on the fields fitted: a straight line over 0.01–0.10 MV/cm gives about 1.25, and one over 0.05–0.20 MV/cm gives about 2.5.

## Relation to a real film

The parameters are rough values for hydrogenated amorphous silicon beneath a high-work-function metal. Amorphous silicon also serves as a resistive-switching layer; the calculation concerns a uniform film before a conducting filament forms. Its absolute current is uncertain. Lowering the barrier by 0.05 eV multiplies it by 6.9. Replacing $N_c=2.5\times10^{19}$ cm⁻³ by another rough choice, $2\times10^{20}$ cm⁻³, multiplies it by 8.0 at fixed mobility. Real contacts can also have interfacial layers and nonuniform barriers, which this model omits. It also counts electrons only. For a mobility gap near 1.75 eV, an electron barrier of 0.90 eV leaves a hole barrier of about 0.85 eV. Between similar electrodes, holes injected from the opposite side can then carry a comparable current, about 0.7 of the electron current for a hole band mobility of 0.5 cm²/Vs and equal band densities, and the measured total need not follow the electron formula. This estimate is sensitive to the gap: 0.1 eV more reduces the hole share about 48-fold. Trapped charge breaks the uniform-field assumption: $10^{16}$ charges per cm³ change the field by 0.015 MV/cm across 100 nm, and at fixed voltage half of that change appears at the contact. Trapped electrons lower the current by about 10%, and the same density of positive charge raises it by about 11%. At 350 K, with barrier, mobility and field held fixed, the diffusion current rises to $5.1\times10^{-7}$ A/cm².

The collision-free current also has quantum corrections. Averaging a WKB transmission over thermal energies raises the collision-free current by roughly 5%. This estimate covers only the region near the barrier top and omits quantum reflection at the metal interface, which is much larger: an electron with kinetic energy $kT$ has a wavelength of about 8 nm, longer than $x_m$, so it meets the drop into the metal as a nearly abrupt step. In a one-dimensional free-mass model with a flat metal band floor 1–11 eV below the film band edge, joined within 0.3 nm of the surface, the thermally averaged transmission including tunnelling is only 0.2–0.6 of $J_R$. A current a few times below the Richardson value therefore does not by itself show scattering in the film. The drift speed $\mu F$ is 5% of $\bar v$, but this alone does not rule out carrier heating, which also depends on how quickly electrons lose energy to the film. The semiclassical picture is strained as well: $m\bar vl/\hbar=0.28$, so $l$ is better read as another way of expressing $D$ than as a literal free flight.

The mobility must match the density it multiplies. Trapped electrons do not carry current, so $N_c$, which counts band states, goes with the band mobility. A drift mobility already reduced by trapping goes with a larger density: the free electrons plus those in the shallow traps that exchange electrons with the band and cause the reduction. Charge held in deep, filled traps is not part of that density. Combining the reduced mobility with $N_c$ would count the trapping twice.
